# Why a Coulomb gap changes three-dimensional variable-range hopping

**Q.** I measure leakage through a defect-rich carbon interlayer dielectric. At low field the current is limited by the bulk, and I expected Mott's law, $\ln\sigma=\text{const}-(T_M/T)^{1/4}$. Where does that law come from, and what does it assume?

**A.** Electrons sit on localized states whose wavefunctions decay as $e^{-r/a}$. A hop over a distance $r$ costs a tunnelling factor $e^{-2r/a}$, the square of the overlap, and a thermal factor $e^{-W/kT}$ if a phonon must supply the energy $W$. Suppose the density of states is a constant $g_0$ near the Fermi level. A band of width $W$ then holds about $g_0W$ states per volume, so a partner lies at a distance of about $(g_0W)^{-1/3}$. The total exponent is roughly

$$f(W)=\frac{2}{a(g_0W)^{1/3}}+\frac{W}{kT}.$$

A wide band offers near partners at high energy cost, a narrow band distant partners at low cost. Setting $f'(W)=0$ gives $W^{4/3}\propto kT/(a g_0^{1/3})$, so $W\propto T^{3/4}$ and $f\propto W/T\propto T^{-1/4}$.

The assumption to question is the constant $g_0$. The band that matters shrinks on cooling, so the law depends on the density of states ever closer to the Fermi level.

**Q.** Why should repulsion between electrons affect that density? Every site feels many charges, and I would expect them only to add to the disorder.

**A.** They do add disorder, but the ground state is also selected for low energy, and that leaves a mark at the Fermi level. Let $n_i=0$ or $1$ be the occupation of site $i$, $\phi_i$ its disorder energy, and $q=e^2/(4\pi\epsilon_0\kappa)$, with $\kappa$ the relative permittivity. With a neutralizing background of half a charge per site,

$$E=\sum_i\phi_in_i+\frac12\sum_{i\ne j}\frac{q\,(n_i-\frac12)(n_j-\frac12)}{r_{ij}}.$$

The energy of one site in the field of all the others is

$$\varepsilon_i=\frac{\partial E}{\partial n_i}=\phi_i+\sum_{j\neq i}\frac{q\,(n_j-\frac12)}{r_{ij}}.$$

Move an electron from occupied site $i$ to empty site $j$. Taking it out changes the energy by $-\varepsilon_i$. Putting it on $j$ would cost $\varepsilon_j$, but $\varepsilon_j$ still contains the repulsion $q/r_{ij}$ from the electron that has just left $i$. That term must be subtracted:

$$\Delta E=\varepsilon_j-\varepsilon_i-\frac{q}{r_{ij}}.$$

In the ground state no move may lower the energy, so every occupied-empty pair obeys

$$\varepsilon_j-\varepsilon_i\ge\frac{q}{r_{ij}}.$$

**Q.** How does a condition on pairs become a condition on the density of states?

**A.** Measure energies from the Fermi level and take an occupied and an empty site that both lie within $w$ of it. Their energies differ by at most $2w$, so $r_{ij}\ge q/(2w)$. If occupied and empty sites are mixed in space, the density of states in this window can be at most of order $(w/q)^3$. The number in the window is the integral of $g$, so

$$\int_{-w}^{w}g\,d\varepsilon\lesssim\left(\frac wq\right)^3\quad\Rightarrow\quad g(\varepsilon)\lesssim\frac{\varepsilon^2}{q^3}.$$

The mixing is an assumption, because two occupied sites may be close together without breaking the rule. The argument also gives a ceiling, and does not show that the density reaches it.

**Q.** Is there a reason for it to reach the ceiling?

**A.** There is a self-consistent argument. Consider an occupied site at $-\varepsilon$. An empty site at $\varepsilon'$ is forbidden within the radius $q/(\varepsilon+\varepsilon')$. For uncorrelated positions, the expected number of forbidden partners is

$$M(\varepsilon)=\frac{4\pi}{3}q^3\int_0^\infty\frac{g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^3},$$

and the chance of having none is $e^{-M}$. A conflict is cured by removing one member of the pair, so I charge half of it to each member. This is an approximation, and it gives

$$g(\varepsilon)=g_0\,e^{-M(\varepsilon)/2}.$$

Differentiate the logarithm, using $d(\varepsilon+\varepsilon')^{-3}/d\varepsilon=-3(\varepsilon+\varepsilon')^{-4}$:

$$\frac{d\ln g}{d\ln\varepsilon}=2\pi q^3\int_0^\infty\frac{\varepsilon\,g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^4}.$$

Insert a trial form $g=B\varepsilon^p$, whose slope should be $p$, and put $\varepsilon'=\varepsilon u$:

$$p=2\pi q^3B\,\varepsilon^{p-2}\int_0^\infty\frac{u^p\,du}{(1+u)^4}.$$

The left side is constant, so $p=2$. With $v=u/(1+u)$ the integral becomes $\int_0^1v^2dv=1/3$. Hence $2=2\pi q^3B/3$, and

$$g(\varepsilon)=C\,\frac{\varepsilon^2}{q^3},\qquad C=\frac3\pi\approx0.955.$$

For $p=1$ the right side grows as $1/\varepsilon$: a linear gap would exclude so many states that it would deepen. For $p=3$ the integral must be cut off at the gap edge, and the slope it produces tends to zero, so a cubic gap excludes too little to sustain itself. This shows that the quadratic form reproduces itself. It does not prove that the true density settles on it.

**Q.** Would a short-range repulsion do the same?

**A.** No. Start from a constant density and count the forbidden partners of a site in a window $w$. For Coulomb repulsion the forbidden radius is about $q/w$, so the count is of order $g_0w(q/w)^3=g_0q^3/w^2$. It diverges as $w\to0$, and a constant density cannot survive. For a repulsion screened over a length $\lambda$, the forbidden radius grows only as $\lambda\ln(1/w)$. The count, of order $g_0w\lambda^3\ln^3(1/w)$, vanishes, and a finite density can remain.

I compared the two on cubic lattices of 1000 sites with spacing $l$, periodic boundaries and half filling. The disorder energies were uniform between $-1$ and $1$ in units of $q/l$. Single electrons were moved until no move lowered the energy. In 20 samples with the same disorder for both interactions, the numbers of states near the Fermi level were:

| Repulsion | within $0.2\,q/l$ | within $0.4\,q/l$ |
|---|---:|---:|
| Coulomb | 75 | 957 |
| screened, $\lambda=l$ | 1838 | 5198 |

A constant density would double the count from the first window to the second, and a quadratic one would multiply it by eight. The screened count grows as the window to the power 1.5: the density is reduced near the Fermi level, but far less than with Coulomb repulsion. These windows do not yet show the constant density that the argument allows.

**Q.** But 957 divided by 75 is nearly 13, not eight.

**A.** Yes. The Coulomb count grows with power $3.67\pm0.16$, where the error is from counting alone, so the density rises more steeply than quadratically in this range. The lattice is small and the windows are not far inside the gap. These data do not tell whether the excess would disappear closer to the Fermi level in a larger lattice. They support a strong depletion, not an exponent of exactly 2. If one reads them as quadratic, the count up to $0.4\,q/l$ gives $C=1.12$ and the count up to $0.2\,q/l$ gives $C=0.70$. These values lie on either side of $3/\pi$ and do not test it closely. I use the quadratic form from here on and will return to what a steeper gap would change.

**Q.** Then how does the quadratic gap turn $1/4$ into $1/2$?

**A.** The quick estimate uses the spacing $r\sim q/W$ of states in a band $W$ inside the gap. The exponent $2q/(aW)+W/kT$ is smallest at $W=(2qkT/a)^{1/2}$, where both terms are equal and their sum varies as $T^{-1/2}$.

A network argument gives the same power without assuming one typical hop. Give each pair of sites the bond exponent

$$\xi_{ij}=\frac{2r_{ij}}a+\frac{\varepsilon_{ij}}{kT},\qquad \varepsilon_{ij}=\tfrac12\big(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\big).$$

The energy $\varepsilon_{ij}$ combines the occupation probabilities with the phonon factor when $kT$ is small compared with the energies. For now it omits the attraction $-q/r_{ij}$. The bond conductances $e^{-\xi_{ij}}$ spread over many powers of ten. The current must cross the weakest bonds that are needed to connect the sample, so $\sigma\propto e^{-\xi}$, where $\xi$ is the smallest value for which bonds with $\xi_{ij}\le\xi$ span it.

Now let $g=g_p|\varepsilon|^p$ and measure $r=(a\xi/2)s$ and $\varepsilon=kT\xi x$. The condition for a bond becomes $s_{ij}+x_{ij}\le1$, without any material parameter. The number of sites in a small cell is

$$g_p|\varepsilon|^p\,d\varepsilon\,d^3r=g_p(kT\xi)^{p+1}\left(\frac{a\xi}2\right)^3|x|^p\,dx\,d^3s.$$

For uncorrelated positions, the prefactor alone decides whether the network spans. At the threshold it equals a pure number $n_p$:

$$g_p(kT\xi)^{p+1}\left(\frac{a\xi}2\right)^3=n_p
\quad\Rightarrow\quad
\xi^{p+4}=\frac{8n_p}{g_pa^3(kT)^{p+1}}.$$

Thus $\xi\propto T^{-\nu}$ with $\nu=(p+1)/(p+4)$. For $p=0$,

$$\xi=\left(\frac{T_M}T\right)^{1/4},\qquad kT_M=\frac{8n_0}{g_0a^3}.$$

For $p=2$ with $g_2=C/q^3$, the cube root of $\xi^6$ gives

$$\xi=\left(\frac{T_{ES}}T\right)^{1/2},\qquad kT_{ES}=2\left(\frac{n_2}C\right)^{1/3}\frac qa.$$

This is the Efros-Shklovskii law. The original density $g_0$ has dropped out, because inside the gap the repulsion alone sets the density. A steeper gap would raise the power slightly: the lattice value $p+1=3.67$ would give $\nu=3.67/6.67=0.55$.

**Q.** What are the pure numbers?

**A.** I found them from random networks in cubes about six to eight longest hops wide, with four samples at each temperature. They gave $n_0\approx2.3$ and $n_2\approx54$, for these finite cubes. Wider cubes and other contact rules give $n_0$ nearer 2.2, which would lower $T_M$ by about 7% and Mott's exponent by about 2%; $n_2$ is uncertain by a few units. The second is large for two reasons. For the same prefactor, the weight $|x|^2$ leaves only a third as many states in the band, and it puts most of them near the edge of the band. Only one eighth of them lie in its inner half, against one half for a flat density, and a site at $|x|$ can reach no farther than $s=1-|x|$.

The fitted temperature power was 0.254 for the flat density between 5 and 300 K, and 0.504 for the gapped density between 1 and 16 K. The parameters were those of the film below.

**Q.** Take a film like mine: permittivity 3, localization length 1 nm, thickness 100 nm, and $10^{20}$ states per cm³ and eV in a band 1 eV wide.

**A.** I treat these as rough values for a leaky, defect-rich amorphous carbon film. In convenient units $g_0=0.1\ \mathrm{eV^{-1}nm^{-3}}$ and $q=0.480$ eV nm. The gap ends where the quadratic density reaches $g_0$:

$$\Delta=\left(\frac{g_0q^3}{C}\right)^{1/2}=\left(\frac{0.1\times0.480^3}{0.955}\right)^{1/2}\mathrm{eV}\approx0.108\ \mathrm{eV}.$$

The sharp corner at $\Delta$ is a simplification. The solution of the self-consistent equation swings about the quadratic form by a factor of about two either way, and the swings die out only slowly toward the Fermi level. So $\Delta$ is a scale and not a precise edge, and the exponents below carry an uncertainty of roughly a tenth from this source alone. With $q/(ak)=5570$ K,

$$T_{ES}=2\left(\frac{53.5}{0.955}\right)^{1/3}\times5570\ \mathrm K\approx4.3\times10^4\ \mathrm K,$$

while $T_M\approx2.2\times10^6$ K. These are scales in an exponent, not temperatures of the film. Using the lattice value $C=1.12$ would lower $T_{ES}$ by about 5%, and $C=0.70$ would raise it by about 11%.

**Q.** Below which temperature should I see the power $1/2$?

**A.** In the model with a sharp gap edge, the whole hopping band must fit into the gap, $kT\xi<\Delta$. With $\xi=(T_{ES}/T)^{1/2}$ this reads $k(TT_{ES})^{1/2}<\Delta$, or

$$T<\frac{\Delta^2}{k^2T_{ES}}\approx37\ \mathrm K.$$

The two laws have equal exponents at a much higher temperature. Raising $(T_M/T)^{1/4}=(T_{ES}/T)^{1/2}$ to the fourth power gives $T=T_{ES}^2/T_M\approx840$ K. Between these temperatures neither law is exact, and the network has to be solved, here with the sharp-edged gap of zero temperature:

| $T$ (K) | $\xi$, network with gap | $(T_{ES}/T)^{1/2}$ | $(T_M/T)^{1/4}$ |
|---:|---:|---:|---:|
| 80 | 23.1 | 23.1 | 12.8 |
| 300 | 12.6 | 11.9 | 9.2 |

The local power between 80 and 300 K is 0.46, with a scatter of about 0.04 between sets of samples. It also depends on the shape of the gap. With the smooth solution of the self-consistent equation the exponents are about 21 and 12.5 and the power is about 0.40, and between 1 and 16 K the swings raise it to about 0.54. The band half-width $kT\xi$ is already 159 meV at 80 K and 325 meV at 300 K, both beyond $\Delta$. The depleted centre still matters, because states there have the longest reach.

Mott's law returns when the band is much wider than the gap. In the model with an unlimited flat density, the two exponents agree within 1% at 50,000 K, which is a mathematical limit and no state of a film. In your film the trap band ends 500 meV from the Fermi level. At 840 K Mott's exponent is 7.1 and $kT\xi$ is about 515 meV, so the traps run out before the $1/4$ law is established.

**Q.** How much conductivity does the gap cost?

**A.** With equal prefactors, the ratio to a film without the gap is $e^{12.8-23.1}\approx3\times10^{-5}$ at 80 K and $e^{9.2-12.6}\approx0.03$ at 300 K. These ratios hold for the sharp-edged gap of zero temperature, and an error of one or two in the exponent changes them several times over. They also leave out the attraction between the moved electron and the hole it leaves, and that is a large omission.

**Q.** Does the attraction spoil the power $1/2$ as well?

**A.** Not within this scaling. Divide $q/r$ by the band energy:

$$\frac{q/r}{kT\xi}=\frac{2q}{a\,kT\xi^2\,s}=\frac{2q}{a\,kT_{ES}}\,\frac1s.$$

Temperature has disappeared, so the attraction changes the pure number and not the power. I repeated the networks with $-q/r$ added for pairs on opposite sides of the Fermi level, setting negative costs to zero. The power between 1 and 16 K was 0.49, and $T_{ES}$ fell to about $2.0\times10^4$ K. These networks keep only states within about $1.7\,kT\xi$ of the Fermi level. The cut moves with the band, so the run checks the scaling. The value of $T_{ES}$ is rough. A wider cut hardly changes it, but a different box and contact rule give about $2.3\times10^4$ K. Random positions also include close pairs that stability forbids and that here conduct without energy cost, and leaving those bonds out raises it to about $2.5\times10^4$ K.

The effect on the current is large. At 80 K the pure law gives an exponent of $(20{,}300/80)^{1/2}\approx16$ and a loss relative to Mott's law of $e^{12.8-15.9}\approx0.05$ instead of $3\times10^{-5}$. This is at the edge of the law's range, and the exponent is uncertain by at least one, so the current may well be reduced to about 0.01. The limit of the pure law moves from 37 K to between about 65 and 77 K. At 300 K I have no network result with attraction, so the factor 0.03 there should not be relied on. The power is much better founded than the size of the suppression.

**Q.** How do these numbers compare with a real interlayer dielectric in use?

**A.** Your density of states is far above what a good insulating film should have. At $10^{18}$ cm$^{-3}$eV$^{-1}$, with $a$ and $\kappa$ unchanged, $\Delta\propto g_0^{1/2}$ falls to 11 meV. The limit of the pure law, proportional to $g_0$, falls to about 0.4 K, or 0.8 K with the attraction, so such a film would not show it at any temperature of use. Your trap spacing of 2.15 nm is also only about twice $a$. A rough overlap energy is $(q/a)e^{-2.15}\approx0.06$ eV, against a 1 eV spread of site energies. Disorder of this relative strength is near the limit below which states in the middle of a band become extended. Hydrogen-like orbitals add a factor $1+r/a\approx3$ to the resonance integral. Allowing for the large overlap of the orbitals at this spacing, the effective hopping energy is about 1.5 times the rough value, which would put the film on the extended side. Localization with $a=1$ nm is therefore an assumption here, not a result.

The assumption that operation breaks most clearly is the low field. Ohmic hopping needs $eFr\ll kT$. With the longest allowed hop $a\xi/2=6.3$ nm at 300 K, $eFr$ equals $kT$ at 0.04 MV/cm, while an operating field may be of order 1 MV/cm. In a strong field a hop of length $r$ gains $eFr$, so reaching an energy $W$ costs the tunnelling exponent $2r/a=2W/(eFa)$. This acts like a temperature $eFa/(2k)$, which is 580 K at 1 MV/cm. Put into the square-root law as a rough guide, it gives an exponent of $(42{,}600/580)^{1/2}\approx8.6$ instead of the 11.9 of the same law at 300 K, or a current factor of about 30. With the $T_{ES}$ that includes the attraction, the factor is about 10. At 580 K the hopping band is much wider than the gap, so the square-root law is outside its range and these factors show only the order of magnitude. The temperature law therefore belongs to a low-field measurement.

**Q.** Can the electrodes or the temperature itself remove the gap?

**A.** Both soften it. Metal electrodes screen the repulsion at distances comparable with the film thickness $d$. Summing the image charges for a pair midway between the plates, the interaction at the longest allowed hop is 84% of $q/r$ at 80 K and 91% at 300 K. The gap should fill in at energies of the order of $q/d=4.8$ meV, which is comparable with $kT$ at 80 K and well below it at 300 K. In a film only a few hops thick this would no longer be a small correction.

Thermal motion fills the gap over an energy of order $kT$. The quadratic density at $\varepsilon=kT$, relative to $g_0$, is $(kT/\Delta)^2$: 0.4% at 80 K and 6% at 300 K. This is only a scale. The actual density at the Fermi level can be five to ten times larger, so at 300 K the gap is much shallower than at low temperature, and the network exponent given for 300 K overstates its effect. Rearrangements of several electrons at once are outside this treatment.

**Q.** What should I plot to tell the two laws apart?

**A.** Avoid judging straightness on $T^{-1/4}$ and $T^{-1/2}$ axes, since a narrow temperature range can make both look acceptable. Take the logarithmic derivative. From $\ln\sigma=\ln\sigma_0-(T_0/T)^\nu$ with constant $\sigma_0$,

$$D(T)=\frac{d\ln\sigma}{d\ln T}=\nu\left(\frac{T_0}T\right)^\nu,\qquad \ln D=\text{const}-\nu\ln T.$$

The slope of $\ln D$ against $\ln T$ gives $-\nu$ without choosing a law first. A prefactor $\sigma_0\propto T^m$ adds $m$ to $D$, which matters least when $D$ is large. Between 80 and 300 K it can mislead: with the scales above, Mott's law with $m=-1$ would show an apparent power of 0.40, and the square-root law with $m=1$ one of 0.45. Measure to lower temperatures if the current allows, and check how the result changes with the assumed $m$.

Then vary something else. In the pure regime $T_{ES}$ depends on $\kappa a$ and not on $g_0$, whereas $T_M$ depends on $g_0a^3$. If a treatment changes the trap density while $\kappa$ and $a$ stay fixed, a change in the slope against $T^{-1/2}$ speaks against hopping deep inside the Coulomb gap. Stay at fields where the current is proportional to the voltage, and vary the thickness to check whether the bulk or the contact limits it. Use films many hops thick for this, because in a film of only a few hops the hopping conductivity can itself depend on the thickness.

Numerical values quoted here were computed with a short program.
